\section*{Bond orders and the nonbonding orbital of a three-centre four-electron bond}

\section{Problem}

A chalcogen atom with two neighbours on opposite sides can bind to both of them through a single $p$ orbital. Take three atoms in a row, numbered 1, 2, 3, each with one $p$ orbital along the line. The orbitals $\phi_1,\phi_2,\phi_3$ hold four electrons. Treat them in the H\"uckel model, a one-electron model without explicit electron repulsion, under these assumptions:
\begin{itemize}
\item the three orbitals are orthonormal and have the same site energy $\alpha$;
\item adjacent orbitals are coupled by the same matrix element $\beta$, and the two end orbitals are not coupled to each other;
\item the sign of each $p$ orbital is chosen so that lobes facing each other across a link have equal sign, and $\beta$ is then negative.
\end{itemize}

A molecular orbital is $\psi_k=\sum_i c_{ik}\phi_i$ with real coefficients, and it holds $n_k$ electrons. The Coulson bond order between atoms $i$ and $j$, and the electron population of atom $i$, are
\begin{equation}
p_{ij}=\sum_k n_k c_{ik}c_{jk},\qquad q_i=\sum_k n_k c_{ik}^2 .
\label{eq:def}
\end{equation}

\begin{enumerate}
\item[(a)] Find the bond orders $p_{12}$ and $p_{23}$.
\item[(b)] Identify the nonbonding orbital and its energy.
\item[(c)] For $\alpha=-0.70$ Ry and $\beta=-0.10$ Ry, find how far the total energy lies below that of one ordinary two-centre bond plus a lone pair.
\item[(d)] Find how the answers to (a) and (b) change if the two couplings differ, or if the central atom has a different site energy.
\end{enumerate}
The values in (c) are round model parameters and describe no particular material.

\section{A tempting solution}

Three orbitals in a row give one bonding, one nonbonding and one antibonding level. Four electrons fill the first two. Half the difference between the numbers of bonding and antibonding electrons is $(2-0)/2=1$, so there is one bond in all. The two links are equivalent and share it equally, which gives $p_{12}=p_{23}=1/2$.

The second pair does not bind. Its orbital must treat the two ends alike, and the orbital that belongs to neither end is $\phi_2$. The nonbonding orbital is therefore a lone pair on the central atom.

\section{Where it fails}

\subsection{The bond order}

The electron count is correct as a count, but it is not the quantity defined in Eq.~(\ref{eq:def}). The two agree for an ordinary two-centre bond. There the bonding orbital is $(\phi_1+\phi_2)/\sqrt2$, with energy $\alpha+\beta$, and two electrons in it give
\begin{equation}
p_{12}=2\cdot\frac1{\sqrt2}\cdot\frac1{\sqrt2}=1 .
\end{equation}
With three atoms, each link has its own sum of products of amplitudes, weighted by the occupations, and nothing requires these sums to add up to 1 over the links.

The energy shows what the value $1/2$ would mean. Let $H_{ij}$ be the matrix of the one-electron Hamiltonian. The energy of orbital $k$ is $\sum_{ij}c_{ik}H_{ij}c_{jk}$. Multiplying by $n_k$ and summing over $k$ gives
\begin{equation}
E_{\rm tot}=\sum_{ij}H_{ij}\sum_k n_kc_{ik}c_{jk}
=\alpha(q_1+q_2+q_3)+2\beta(p_{12}+p_{23}),
\label{eq:partition}
\end{equation}
where the factor 2 arises because each link occurs twice in the double sum, as $ij$ and as $ji$. The populations add up to 4. Bond orders of $1/2$ would give $E_{\rm tot}=4\alpha+2\beta$, which is the energy of a localized bond between atoms 1 and 2 with a lone pair on atom 3.

With the same coupling $\beta$ on both links, that localized arrangement is not the ground state of the model. The filled orbital $\phi_3$ is coupled to the empty antibonding orbital of the neighbouring bond:
\begin{equation}
\Big\langle \tfrac{1}{\sqrt2}(\phi_1-\phi_2)\Big|H\Big|\phi_3\Big\rangle
=\frac{0-\beta}{\sqrt2}=-\frac{\beta}{\sqrt2}\neq0 .
\end{equation}
Mixing a filled orbital with an empty one of higher energy lowers the total energy, so $p_{12}+p_{23}$ must exceed 1. The tempting answer is the average of two localized pictures, one with the bond on the left and one with it on the right. It misses the energy gained by delocalization.

\subsection{The nonbonding orbital}

The orbital $\phi_2$ is not a stationary state, because
\begin{equation}
H\phi_2=\alpha\phi_2+\beta(\phi_1+\phi_3),
\end{equation}
and the second term does not vanish. The symmetry argument asked for too much. Equivalent ends require equal electron densities, $c_1^2=c_3^2$. This permits $c_1=-c_3$ as well as $c_1=c_3$.

\section{Solution}

\subsection{Levels and orbitals}

The eigenvalue equation $\sum_jH_{ij}c_j=Ec_i$ reads, row by row,
\begin{align}
\alpha c_1+\beta c_2&=Ec_1,\\
\beta c_1+\alpha c_2+\beta c_3&=Ec_2,\\
\beta c_2+\alpha c_3&=Ec_3 .
\end{align}
Move the $\alpha$ terms to the right, divide by $\beta$, and write $x=(E-\alpha)/\beta$:
\begin{equation}
c_2=xc_1,\qquad c_1+c_3=xc_2,\qquad c_2=xc_3 .
\label{eq:rec}
\end{equation}
Subtracting the third equation from the first gives $x(c_1-c_3)=0$. There are two cases.

If $x=0$, the first equation gives $c_2=0$ and the second gives $c_3=-c_1$. Normalization, $c_1^2+c_3^2=1$, fixes $c_1=1/\sqrt2$ up to an overall sign.

If $c_1=c_3$, the second equation becomes $2c_1=xc_2=x^2c_1$. Here $c_1$ cannot vanish, since all three coefficients would then be zero. Hence $x=\pm\sqrt2$ and $c_2=\pm\sqrt2\,c_1$. Normalization gives $c_1^2(1+2+1)=1$, so $c_1=1/2$ and $c_2=\pm1/\sqrt2$.

The energy is $E=\alpha+x\beta$. Since $\beta<0$, the lowest level has $x=+\sqrt2$. In rising order of energy,
\begin{align}
E_1&=\alpha+\sqrt2\,\beta, & \psi_1&=\tfrac12\phi_1+\tfrac1{\sqrt2}\phi_2+\tfrac12\phi_3,\\
E_2&=\alpha, & \psi_2&=\tfrac1{\sqrt2}(\phi_1-\phi_3),\label{eq:nb}\\
E_3&=\alpha-\sqrt2\,\beta, & \psi_3&=\tfrac12\phi_1-\tfrac1{\sqrt2}\phi_2+\tfrac12\phi_3 .
\end{align}

\subsection{Answer to (a)}

Two electrons occupy $\psi_1$ and two occupy $\psi_2$. Equation~(\ref{eq:def}) gives
\begin{equation}
p_{12}=2\cdot\frac12\cdot\frac1{\sqrt2}+2\cdot\frac1{\sqrt2}\cdot0
=\frac1{\sqrt2}\approx0.707 .
\label{eq:main}
\end{equation}
For the other link the second term is $2\cdot0\cdot(-1/\sqrt2)=0$, and $p_{23}$ has the same value. By this measure each link lies between a full two-centre bond, whose order is 1, and half of one. The number depends on the definition: the Wiberg index, which for these orthonormal orbitals is $p_{12}^2$, equals 1 for the two-centre bond and exactly $1/2$ here. The Coulson order is the one that enters the energy in Eq.~(\ref{eq:partition}).

The sign depends on the orbital phases. If the central orbital is reversed, $\beta$ and the bond orders both change sign, while the product $\beta p_{12}$ and the energy stay the same. A positive bond order means bonding here because $\beta$ is negative.

\subsection{Answer to (b)}

The nonbonding orbital is $\psi_2=(\phi_1-\phi_3)/\sqrt2$, with energy $\alpha$. It is the highest occupied orbital. It has no amplitude on the central atom, because the contributions that reach that atom from the two ends, $\beta/\sqrt2$ and $-\beta/\sqrt2$, cancel. Its energy therefore does not depend on $\beta$.

Inversion through the central atom gives the same result. With the chosen phases, $\phi_1$ and $\phi_3$ point in the same direction along the line. Inversion moves each to the other end and reverses it, so that $\phi_1\to-\phi_3$ and $\phi_3\to-\phi_1$. The combination $\phi_1-\phi_3$ is thus even, whereas the central $p$ orbital is odd, and the two cannot mix.

The populations are
\begin{equation}
q_1=q_3=2\cdot\tfrac14+2\cdot\tfrac12=\tfrac32,\qquad
q_2=2\cdot\tfrac12+0=1 .
\end{equation}
The nonbonding pair lies on the end atoms, one electron on each.

This also shows how the bond order depends on the number of electrons. Each electron in $\psi_1$ adds $\frac12\cdot\frac1{\sqrt2}=0.354$ to each link, each electron in $\psi_2$ adds nothing, and each electron in $\psi_3$ subtracts $0.354$. The bond order is $0.707$ for two, three or four electrons, falls to $0.354$ for five, and vanishes for six. A value of $0.707$ does not by itself identify a four-electron bond. The end populations do distinguish the cases, since they are $1/2$ for two electrons and $3/2$ for four.

\subsection{Answer to (c)}

With $\sqrt2\,|\beta|=0.1414$ Ry, the levels are $-0.8414$, $-0.7000$ and $-0.5586$ Ry. The total energy is
\begin{equation}
E_{\rm tot}=2(-0.8414)+2(-0.7000)=-3.0828\ \text{Ry}.
\end{equation}
The localized bond has two electrons at $\alpha+\beta=-0.80$ Ry, and the lone pair has two at $\alpha=-0.70$ Ry, together $-3.0000$ Ry. Delocalization lowers the energy by
\begin{equation}
(4\alpha+2\beta)-(4\alpha+2\sqrt2\,\beta)=2(\sqrt2-1)|\beta|
=0.083\ \text{Ry}=1.13\ \text{eV}.
\end{equation}
This is 41\% of $2|\beta|=0.20$ Ry, the energy of the localized bond relative to separate atoms in this model. The comparison uses the same $\beta$ for both arrangements. If the three-centre links are longer and have a weaker coupling $\beta_3$, the gain is $2(\sqrt2\,|\beta_3|-|\beta|)$, which vanishes at $|\beta_3|=|\beta|/\sqrt2$ and is negative below that. The model therefore does not decide whether a real three-atom unit prefers two equal links or one short bond and a lone pair.

\subsection{Answer to (d): unequal couplings}

Let the couplings be $\beta_1$ on link 12 and $\beta_2$ on link 23, both negative, as for a short and a long bond. With $\varepsilon=E-\alpha$, the equations are
\begin{equation}
\varepsilon c_1=\beta_1c_2,\qquad
\varepsilon c_2=\beta_1c_1+\beta_2c_3,\qquad
\varepsilon c_3=\beta_2c_2 .
\end{equation}
For $\varepsilon=0$ they require $c_2=0$ and $\beta_1c_1+\beta_2c_3=0$. With $B=\sqrt{\beta_1^2+\beta_2^2}$, the normalized nonbonding orbital is
\begin{equation}
\psi_2=\frac{\beta_2\phi_1-\beta_1\phi_3}{B},
\end{equation}
still at energy $\alpha$ and still without amplitude on the centre.

For $\varepsilon\neq0$, insert $c_1=\beta_1c_2/\varepsilon$ and $c_3=\beta_2c_2/\varepsilon$ into the middle equation. This gives $\varepsilon^2=B^2$, and the bonding level is $\varepsilon=-B$. There $c_1=|\beta_1|c_2/B$ and $c_3=|\beta_2|c_2/B$, so $c_1^2+c_3^2=c_2^2$ and normalization gives $c_2^2=1/2$. The nonbonding pair again adds nothing, and
\begin{equation}
p_{12}=2c_1c_2=\frac{|\beta_1|}{B},\qquad p_{23}=\frac{|\beta_2|}{B},
\qquad p_{12}^2+p_{23}^2=1 .
\label{eq:uneq}
\end{equation}
With equal site energies, the squares of the bond orders add up to 1, not the bond orders themselves. Equal links then require $1/\sqrt2$ each, which is Eq.~(\ref{eq:main}) again.

For $\beta_1=-0.12$ Ry and $\beta_2=-0.08$ Ry, $B=\sqrt{0.0144+0.0064}=0.1442$ Ry, so $p_{12}=0.832$ and $p_{23}=0.555$. The nonbonding coefficients are $0.555$, $0$ and $-0.832$, up to an overall sign. A fraction $0.832^2=0.69$ of that pair sits on atom 3, at the weaker link. As $\beta_2\to0$, the bond orders tend to 1 and 0 and the nonbonding orbital becomes $\phi_3$ up to a sign. The three-centre bond has turned into an ordinary bond and a lone pair.

\subsection{Answer to (d): a different central atom}

Now keep both couplings equal to $\beta$ and let the central site energy be $\alpha+\delta$. The orbital $(\phi_1-\phi_3)/\sqrt2$ has no amplitude on the centre, so it and its energy $\alpha$ are unchanged. For the other two orbitals $c_1=c_3$, and
\begin{equation}
\varepsilon c_1=\beta c_2,\qquad(\varepsilon-\delta)c_2=2\beta c_1
\quad\Rightarrow\quad \varepsilon(\varepsilon-\delta)=2\beta^2 .
\label{eq:quad}
\end{equation}
The roots are $\varepsilon_\pm=(\delta\pm R)/2$ with $R=\sqrt{\delta^2+8\beta^2}$. Their product is $-2\beta^2<0$, so one lies below $\alpha$ and one above. The nonbonding level stays in the middle, and four electrons still fill it.

In the lower orbital $c_1=\beta c_2/\varepsilon_-$. Normalization, $2c_1^2+c_2^2=1$, gives
\begin{equation}
c_2^2=\frac{\varepsilon_-^2}{\varepsilon_-^2+2\beta^2}
=\frac{\varepsilon_-}{2\varepsilon_--\delta}=-\frac{\varepsilon_-}{R},
\end{equation}
where the second form uses Eq.~(\ref{eq:quad}) for $2\beta^2$ and the third uses $2\varepsilon_--\delta=-R$. Therefore
\begin{equation}
p_{12}=p_{23}=\frac{2\beta}{\varepsilon_-}\,c_2^2=\frac{2|\beta|}{\sqrt{\delta^2+8\beta^2}},
\qquad q_2=2c_2^2=1-\frac{\delta}{R}.
\label{eq:shift}
\end{equation}
At $\delta=0$ the bond order is $2/\sqrt8=1/\sqrt2$. A shift of either sign reduces it, so $0.707$ is the largest value that two equal links can have here.

For $\delta=0.10$ Ry and $\beta=-0.10$ Ry, $R=\sqrt{0.01+0.08}=0.30$ Ry. The bond order is $0.20/0.30=0.667$ and the central population is $1-0.10/0.30=0.667$. The levels are $-0.80$, $-0.70$ and $-0.50$ Ry. An upward shift as large as the coupling takes a third of an electron from the centre but lowers the bond order by only 6\% of its unshifted value. The reason is that $q_2$ changes in first order in $\delta$, while $p_{12}$ changes in second order.

\section{Range of the result}

The value $1/\sqrt2$ was derived for three orbitals with equal site energies, equal couplings and uncoupled ends. Suppose the ends are also coupled, by $\beta'$. The nonbonding orbital keeps its form by symmetry, and its energy becomes $\alpha-\beta'$. For the orbitals with $c_1=c_3$, the end equation is $(\varepsilon-\beta')c_1=\beta c_2$ and the central one is $\varepsilon c_2=2\beta c_1$. With $\varepsilon'=\varepsilon-\beta'$ these are Eq.~(\ref{eq:quad}) with $\delta=-\beta'$. The bond order then follows from Eq.~(\ref{eq:shift}), and the correction is of second order in $\beta'/\beta$. The order of the levels is kept for $|\beta'|<|\beta|$, because $\varepsilon(\varepsilon-\beta')-2\beta^2$ equals $2(\beta'^2-\beta^2)<0$ at $\varepsilon=-\beta'$, which places the nonbonding level between the other two.

The zero amplitude of $\psi_2$ on the centre holds within the three $p$ orbitals. Since $\psi_2$ is even, it can mix with an $s$ or $d$ orbital of a real central atom, which is also even, and it then acquires some weight there. Orbital overlap and electron repulsion, both left out, also change the energy found in (c).

In a crystal the row of $p$ orbitals can continue beyond three atoms, and the levels then form bands. The three-atom bond order cannot be carried over to that case without a new calculation.
